# Ferromagnetic resonance of a thin film in an in-plane field

## Problem

A wide, thin ferromagnetic film lies in the $xy$ plane, with its normal along $z$. A static magnetic field $H$ along $x$ magnetizes it uniformly in the same direction. The data are

$$B\equiv\mu_0H=0.1\ \text{T},\qquad B_M\equiv\mu_0M_{\rm eff}=1\ \text{T},\qquad g=2.$$

The effective magnetization is quoted as a flux density, as its unit shows. It measures how strongly the film resists a magnetization that points out of its plane: if $\mathbf m$ is the unit vector along the magnetization, a tilt out of the plane produces an effective field $-B_Mm_z$ along the normal. Anisotropy within the plane is negligible.

At what frequency does the magnetization precess freely when it is tilted slightly and released, with all its moments moving together? Does weak damping move the resonance noticeably?

SI units are used, with frequencies in gigahertz. The constant $\gamma=g\mu_B/\hbar$ is taken positive, where $\mu_B$ is the Bohr magneton.

## First estimate by scaling

A magnetic moment does not fall towards a field. It turns about it, and the unit vector $\mathbf m$ changes at a rate equal to $\gamma$ times the field component perpendicular to the moment. This rule is derived below. It converts a field into a frequency through

$$\frac{\gamma}{2\pi}=\frac{g\mu_B}{h}=27.99\ \text{GHz/T}.$$

Dimensions alone do not settle the answer, because there are two fields. They allow

$$f=\frac{g\mu_B}{h}\,B\,\Phi\!\left(\frac{B_M}{B}\right)$$

with any function $\Phi$. The missing information is how the two fields share the work.

Suppose the magnetization has a small component $m_y$ within the plane. The applied field then turns it out of the plane, so $m_z$ changes at a rate of size $\gamma B|m_y|$. Once $m_z$ is present, the film field $B_M|m_z|$ along the normal turns the magnetization within the plane. Since $B_M$ is ten times $B$, the direct effect of $B$ on this second motion is dropped for now, and $m_y$ changes at a rate of size $\gamma B_M|m_z|$.

Each component therefore drives the other. For a harmonic motion of angular frequency $\omega$, the amplitude of a rate of change is $\omega$ times the amplitude of the quantity itself. With amplitudes $a_y$ and $a_z$,

$$\omega a_z\approx\gamma B a_y,\qquad \omega a_y\approx\gamma B_M a_z.$$

Multiplying the two relations and cancelling $a_ya_z$ gives

$$\omega^2\approx\gamma^2BB_M,\qquad f_{\rm est}=\frac{g\mu_B}{h}\sqrt{BB_M}.$$

The numbers are

$$f_{\rm est}=27.99\times\sqrt{0.1\times1}\ \text{GHz}=27.99\times0.3162\ \text{GHz}=8.85\ \text{GHz}.$$

The estimate assumes harmonic motion and $B\ll B_M$. The solution below justifies the first assumption for small tilts and removes the second.

## Exact solution for small tilts

The word exact refers here to the undamped model of uniform magnetization, with its equations linearized in the tilt. No assumption is made about the ratio $B/B_M$.

### The torque equation

An electron's magnetic moment is opposite to its spin. Its energy in a flux density $\mathbf B$ is therefore

$$\mathcal H=\frac{g\mu_B}{2}\,\mathbf B\cdot\boldsymbol\sigma,$$

where $\boldsymbol\sigma$ contains the Pauli matrices. The expectation values obey

$$\frac{d\langle\sigma_i\rangle}{dt}=\frac{i}{\hbar}\langle[\mathcal H,\sigma_i]\rangle
=\frac{i}{\hbar}\frac{g\mu_B}{2}\sum_{jk}B_j\,2i\,\epsilon_{jik}\langle\sigma_k\rangle,$$

because $[\sigma_j,\sigma_i]=2i\sum_k\epsilon_{jik}\sigma_k$. The two factors $i$ give $-1$, and $\epsilon_{jik}=-\epsilon_{ijk}$ gives another $-1$. Hence

$$\frac{d\langle\boldsymbol\sigma\rangle}{dt}=\gamma\,\mathbf B\times\langle\boldsymbol\sigma\rangle.$$

The direction of the moment is $\mathbf m=-\langle\boldsymbol\sigma\rangle$. Both sides change sign together, so $d\mathbf m/dt=\gamma\mathbf B\times\mathbf m$, or

$$\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B.$$

In the film, the exchange interaction holds neighbouring moments parallel. In a mean-field description the exchange field on each moment is parallel to $\mathbf m$ when the magnetization is uniform, and its cross product with $\mathbf m$ vanishes. The uniform magnetization therefore obeys the same equation, with $\mathbf B$ replaced by an effective field $\mathbf B_{\rm eff}$ that contains the applied field and the field of the film itself.

### The field of the film

Let the film have saturation magnetization $M_s$, so that $\mathbf M=M_s\mathbf m$. A uniformly magnetized film of unlimited width has magnetic surface charges $\pm M_z$ on its two faces. Their fields cancel outside. The normal component of the flux density is continuous, so the film's own contribution to it must also vanish inside:

$$\mu_0(H_z+M_z)=0\quad\Rightarrow\quad H_z=-M_z.$$

The in-plane components of $\mathbf M$ produce charges at the distant edges, whose field inside a very wide film is negligible.

One may ask whether $\mu_0\mathbf H$ or the full flux density should enter the torque. The two differ by $\mu_0\mathbf M$, which is parallel to $\mathbf m$ and exerts no torque, so either choice gives the same motion.

The energy density of the film in its own field is $-\tfrac12\mu_0\mathbf M\cdot\mathbf H=\tfrac12\mu_0M_s^2m_z^2$. The factor one half prevents each pair of moments from being counted twice. A perpendicular anisotropy with energy density $-Km_z^2$ has the same form. Adding the two and dividing by $M_s$ gives $\tfrac12B_Mm_z^2$, with

$$B_M=\mu_0M_s-\frac{2K}{M_s}.$$

This is why a single effective magnetization is enough. With negligible anisotropy, $K=0$ and $M_{\rm eff}=M_s$.

Including the applied field, the energy per unit moment is

$$e(\mathbf m)=-Bm_x+\tfrac12B_Mm_z^2,$$

and the effective field is minus its gradient:

$$\mathbf B_{\rm eff}=-\frac{\partial e}{\partial\mathbf m}=(B,\;0,\;-B_Mm_z).$$

### Two unequal stiffnesses

Because $\mathbf m$ has unit length, a small tilt from the $x$ axis gives $m_x\approx1-\tfrac12(m_y^2+m_z^2)$. Inserting this into the energy yields

$$e\approx-B+\tfrac12Bm_y^2+\tfrac12(B+B_M)m_z^2.$$

Both quadratic coefficients are positive, so the direction along the field is a stable equilibrium. A tilt within the plane is opposed by the applied field alone. A tilt out of the plane is opposed by the applied field and the film field together. The two stiffnesses, expressed as fields, are 0.1 T and 1.1 T.

### Linear equations of motion

The components of the cross product are

$$\begin{aligned}
(\mathbf m\times\mathbf B_{\rm eff})_x&=m_y(-B_Mm_z)-m_z\cdot0=-B_Mm_ym_z,\\
(\mathbf m\times\mathbf B_{\rm eff})_y&=m_zB-m_x(-B_Mm_z)=(B+B_Mm_x)m_z,\\
(\mathbf m\times\mathbf B_{\rm eff})_z&=m_x\cdot0-m_yB=-Bm_y.
\end{aligned}$$

Multiplication by $-\gamma$ gives the three rates. The rate of $m_x$ is a product of two small quantities and is dropped at first order. In the second line $m_x$ may be replaced by 1, since its deviation from 1 is of second order. What remains is

$$\frac{dm_y}{dt}=-\gamma(B+B_M)m_z,\qquad
\frac{dm_z}{dt}=\gamma Bm_y.$$

Differentiate the first equation and insert the second:

$$\frac{d^2m_y}{dt^2}=-\gamma(B+B_M)\frac{dm_z}{dt}
=-\gamma^2B(B+B_M)m_y.$$

This is a harmonic oscillator. Its angular frequency is $\omega_0=\gamma\sqrt{B(B+B_M)}$, and division by $2\pi$ gives the Kittel formula for this geometry:

$$f=\frac{g\mu_B}{h}\sqrt{B(B+B_M)}.$$

The frequency is set by the geometric mean of the two stiffness fields.

### The numbers

The out-of-plane stiffness field is $0.1\ \text{T}+1\ \text{T}=1.1\ \text{T}$. The geometric mean is

$$\sqrt{0.1\times1.1}\ \text{T}=\sqrt{0.11}\ \text{T}=0.33166\ \text{T},$$

and therefore

$$f=27.9925\times0.33166\ \text{GHz}=9.284\ \text{GHz}\approx9.3\ \text{GHz}.$$

One turn takes $1/f\approx0.108$ ns. As a test, the full nonlinear torque equation was integrated in time from a small initial tilt, with the effective field obtained numerically from the energy. It gives 9.2841 GHz, in agreement with the formula to all printed digits.

The round data do not justify so many digits as a prediction for a real film. Differentiating the logarithm of $f$ gives

$$\frac{df}{f}=\frac{2B+B_M}{2(B+B_M)}\frac{dB}{B}+\frac{B_M}{2(B+B_M)}\frac{dB_M}{B_M}.$$

The two coefficients are $1.2/2.2=0.55$ and $1/2.2=0.45$. An increase of 1% in $B$ thus raises the frequency by about 0.55%, and an increase of 1% in $B_M$ raises it by about 0.45%. The frequency is also directly proportional to $g$, which in a metallic ferromagnet exceeds 2: with $g=2.1$ the same fields give 9.75 GHz.

### The shape of the precession

Choose the start of time so that $m_y=a\cos\omega_0t$. The first linear equation then gives

$$m_z=-\frac{1}{\gamma(B+B_M)}\frac{dm_y}{dt}
=\frac{\omega_0a}{\gamma(B+B_M)}\sin\omega_0t
=a\sqrt{\frac{B}{B+B_M}}\,\sin\omega_0t.$$

The tip of $\mathbf m$ follows an ellipse flattened towards the film plane, turning from $y$ towards $z$. Its axis ratio is

$$\frac{a_y}{a_z}=\sqrt{\frac{B+B_M}{B}}=\sqrt{11}=3.317,$$

and the time integration gives the same value. The ellipse is a contour of constant energy. At its widest point in the plane the quadratic energy is $\tfrac12Ba^2$, and at its highest point out of the plane it is $\tfrac12(B+B_M)a^2B/(B+B_M)$, which is equal. The stiffer direction receives the smaller excursion.

## Comparison of the estimate and the solution

The ratio of the two results is

$$\frac{f}{f_{\rm est}}=\sqrt{\frac{B(B+B_M)}{BB_M}}=\sqrt{1+\frac{B}{B_M}}=\sqrt{1.1}=1.049.$$

The estimate of 8.85 GHz is thus 4.7% below the solution, relative to the solution. The whole difference comes from the dropped contribution of $B$ to the out-of-plane stiffness. It is small because the square root halves a relative change of 10%: for $B\ll B_M$ the ratio is approximately $1+B/(2B_M)$.

The estimate also gives the correct low-field law, $f\propto\sqrt B$. In this model the frequency tends to zero with the field, because nothing then opposes a rotation within the plane. A real film may break into domains before that limit is reached, and the assumption of uniform magnetization then fails.

At high field the estimate is no longer useful. For $B\gg B_M$, expansion of the solution gives

$$\sqrt{B(B+B_M)}=B\sqrt{1+\frac{B_M}{B}}\approx B+\frac{B_M}{2}.$$

The frequency then grows linearly with the field, and the film contributes a constant offset. The offset is half of $B_M$ because the film field stiffens one of the two directions of tilt.

A second case shows what the film field does at the given $B$. If $B_M=0$, both stiffnesses equal $B$, the orbit is a circle, and

$$f_0=\frac{g\mu_B}{h}B=27.992\times0.1\ \text{GHz}=2.799\ \text{GHz}.$$

Time integration confirms this value. The film field therefore raises the frequency by the factor $9.284/2.799=3.317$. This equals the axis ratio found above, since

$$\frac{f}{f_0}=\frac{\sqrt{B(B+B_M)}}{B}=\sqrt{\frac{B+B_M}{B}}.$$

## Does damping move the resonance?

Gilbert damping adds a term that turns the moving magnetization towards the effective field:

$$\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\frac{d\mathbf m}{dt}.$$

Let a weak microwave field $b\cos\omega t$ act along $y$. At first order its torque enters the equation for $m_z$ as $-\gamma b\cos\omega t$, because $\hat{\mathbf x}\times\hat{\mathbf y}=\hat{\mathbf z}$. The damping term is $\alpha\,\hat{\mathbf x}\times(0,\dot m_y,\dot m_z)=\alpha(0,-\dot m_z,\dot m_y)$. Write $m_y$ and $m_z$ as the real parts of $Ye^{i\omega t}$ and $Ze^{i\omega t}$. Then

$$\begin{aligned}
i\omega Y&=-[\gamma(B+B_M)+i\alpha\omega]Z,\\
i\omega Z&=(\gamma B+i\alpha\omega)Y-\gamma b.
\end{aligned}$$

Solving the first equation for $Z$, inserting it into the second and multiplying by the bracket gives

$$Y=\frac{\gamma b\,[\gamma(B+B_M)+i\alpha\omega]}{\omega_0^2-(1+\alpha^2)\omega^2+i\omega\Delta},
\qquad \Delta=\alpha\gamma(2B+B_M).$$

The mean power absorbed per unit moment is the average of $b\cos\omega t\;dm_y/dt$, which is $\tfrac12b\,\mathrm{Re}(i\omega Y)$. For small $\alpha$, drop $\alpha^2$ in the denominator and $i\alpha\omega$ in the numerator. Multiplying numerator and denominator by the conjugate denominator then leaves

$$P\approx\frac{\gamma^2(B+B_M)b^2}{2}\,
\frac{\omega^2\Delta}{(\omega_0^2-\omega^2)^2+\omega^2\Delta^2}.$$

After division of the last fraction by $\omega^2\Delta^2$, it becomes

$$\frac{1}{\Delta}\left[1+\left(\frac{\omega_0^2-\omega^2}{\omega\Delta}\right)^2\right]^{-1}.$$

This is largest at $\omega=\omega_0$, so at this order the peak stays at the undamped frequency. Half the maximum is reached when $|\omega_0^2-\omega^2|=\omega\Delta$. The two positive solutions are

$$\omega_\pm=\sqrt{\omega_0^2+\tfrac14\Delta^2}\pm\tfrac12\Delta.$$

Their difference is $\Delta$, so the full width at half maximum is

$$\Delta f=\frac{\Delta}{2\pi}=\alpha\,\frac{g\mu_B}{h}(2B+B_M).$$

For an illustrative damping $\alpha=0.01$,

$$\Delta f=0.01\times27.99\times1.2\ \text{GHz}=0.336\ \text{GHz}.$$

A numerical calculation from the linearized damped equation, without dropping any power of $\alpha$, puts the peak at 9.284 GHz and gives a width of 0.336 GHz. Damping of this size broadens the absorption line to 3.6% of its frequency but leaves its peak unchanged to the printed digits. The freely decaying precession is slightly slower: the zeros of the denominator put it at 9.282 GHz, about 0.002 GHz lower. The width is the Gilbert part alone; inhomogeneity in a real film adds to it.

The same denominator governs the response to a weak alternating spin torque from a current, because such a torque changes the driving terms and not the coefficients of $Y$ and $Z$. The shape of the line can differ, since the numerator does. A steady spin torque is another matter: it can depend on the tilt and so alter the coefficients themselves.

## Conditions on the result

The first condition is a wide film. At the centre of a disc of thickness $t$ and radius $R$, the two charged faces give the normal demagnetizing factor

$$N_n=\int_0^R\frac{r\,(t/2)\,dr}{(r^2+t^2/4)^{3/2}}
=1-\frac{t/2}{\sqrt{R^2+t^2/4}}.$$

For $R/t=1000$ this is 0.99950, and numerical integration over the edge charges gives an in-plane factor $N_p=0.00025$. Take $K=0$, so that $B_M=\mu_0M_s$ comes from the magnetic charges alone. The isotropic part $-N_pB_M\mathbf m$ of the disc's field exerts no torque, so $B_M$ is replaced by $(N_n-N_p)B_M=0.99925$ T. With these central values the frequency falls by the fraction $0.00075/(2\times1.1)=0.0003$, or about 0.003 GHz. This understates the effect for a disc whose moments all move together, because the edge charges act more strongly near the rim. The factors averaged over the volume then count. For a thin disc they follow from $1-N_n\approx(t/\pi R)[\ln(8R/t)-\tfrac12]=0.0027$ and $N_p=(1-N_n)/2=0.00135$, and the frequency falls by about 0.017 GHz. The result still rounds to 9.3 GHz. The rigid disc is itself an idealization. Within about two thicknesses of the rim, where it crosses the field axis, the field of the edge charges is comparable to $B$ or larger, and the magnetization of a real disc is not uniform there.

The second condition is negligible in-plane anisotropy. An easy axis along $x$ with energy $-\tfrac12B_am_x^2$ adds $\tfrac12B_a(m_y^2+m_z^2)$ to the energy of a small tilt. It therefore raises both stiffness fields by $B_a$, just as an increase of the applied field would. From the logarithmic derivative above,

$$\frac{df}{dB}=f\,\frac{2B+B_M}{2B(B+B_M)}=9.284\times\frac{1.2}{0.22}\ \text{GHz/T}\approx51\ \text{GHz/T}.$$

An anisotropy field of 0.001 T would raise the resonance by about 0.05 GHz. It is negligible for a result quoted as 9.3 GHz, but not for one quoted to three decimal places.

The third condition is a small tilt. At large amplitude $m_x$ can no longer be replaced by 1 in the equation for $m_y$, and the frequency falls below the formula: by about 0.2% for an in-plane tilt of $10^\circ$ and 0.9% for $20^\circ$. A fourth condition applies to metal films, which must be thin compared with the skin depth at resonance. For these data, $\alpha=0.01$ and a resistivity of $25\ \mu\Omega\,\text{cm}$, that depth is of order $0.15\ \mu\text{m}$; in thicker films eddy currents broaden the line and make the precession non-uniform. The numerical output below collects the main computed values.

## Numbers as computed

```
g-factor: 2.0
Applied field B: 0.100 T
Effective magnetization B_M: 1.000 T
g mu_B / h: 27.9925 GHz/T
Out-of-plane stiffness B + B_M: 1.100 T
Product B (B + B_M): 0.1100 T^2
Geometric mean field: 0.33166 T
Resonance frequency, formula: 9.2841 GHz
Resonance frequency, time integration: 9.2841 GHz
Frequency without film field, formula: 2.7992 GHz
Frequency without film field, integration: 2.7992 GHz
Axis ratio of orbit, formula: 3.317 (no unit)
Axis ratio of orbit, integration: 3.317 (no unit)
Disc radius / thickness: 1000 (no unit)
Disc normal demagnetizing factor: 0.99950 (no unit)
Disc in-plane demagnetizing factor: 0.00025 (no unit)
Damping alpha: 0.010 (no unit)
Absorption peak with damping: 9.284 GHz
Absorption full width, formula: 0.336 GHz
Absorption full width, computed: 0.336 GHz
```
